# Where d⁶ spin-crossover states lie on the Tanabe–Sugano diagram, part 2

Where do the two spin states of a d⁶ crossover complex lie on the Tanabe–Sugano diagram? Your reading puts both at the crossing, within $kT$; a colleague objects that the bonds lengthen.

The model is octahedral ML₆ with common bond length $r$, in cm⁻¹ and Å. $\Delta\equiv10Dq$; $B$, $C$ are fixed Racah parameters; $n_e$ counts $e$ electrons (2 in ${}^5T_2$). Subscripts $H$, $L$ (generically $S$) mean the lowest $S=2$ and $S=0$ states, with fixed-$\Delta$ energies $\mathcal E_S$:

$$\mathcal E_H=E({}^5T_2)=-35B+7C-0.4\Delta,\qquad E({}^5E)-E({}^5T_2)=\Delta, \tag{4}$$

The determinant $t_2^6$ has energy

$$3(4B+3C)+12(-2B+C)-6(3B+C)-2.4\Delta=-30B+15C-2.4\Delta. \tag{5}$$

Configuration interaction lowers the singlet by $\ell(\Delta)$, tending to $W/2\Delta$ for $\Delta\gg B,C$, with $W=48B^2+24BC+6C^2$. With $\Pi_0=2.5B+4C$, the vertical gap is

$$g(\Delta)=\mathcal E_H-\mathcal E_L=2\Delta-2\Pi_0+\ell(\Delta). \tag{6}$$

$$g'(\Delta)=2-\langle n_e\rangle_L\le2. \tag{7}$$

The crossing is $g(\Delta_c)=0$, at $r_c$. Coulomb and exchange integrals are $J_{pq}$, $K_{pq}$: $J_{pp}=4B+3C$, $J_{xy,\epsilon}=4B+C$, $K_{xy,xz}=3B+C$, $K_{xy,\epsilon}=C$, $K_{xy,\theta}=4B+C$ ($\epsilon=x^2-y^2$, $\theta=z^2$). Orbitals $i$, $j$ are $t_2$; $a$ is $e$.

$\Delta(r)\propto r^{-n}$. The point-charge test has charges $-q$ at distance $R$, a d function $r_e^2e^{-\alpha r_e^2}$ and $\Delta=\frac53\,\frac{q\langle r_e^4\rangle}{R^5}$ (atomic units).

With spin-independent $V(r)$,

$$E_S(r)=V(r)+\mathcal E_S(\Delta(r)),\qquad E_H(r)-E_L(r)=g(\Delta(r)). \tag{8}$$

The minima are $r_S$, with $\Delta_S=\Delta(r_S)$, and

$$\Delta E=E_H(r_H)-E_L(r_L),\quad \lambda_H=E_H(r_L)-E_H(r_H),\quad \lambda_L=E_L(r_H)-E_L(r_L).$$

$$g(\Delta_L)=[E_H(r_L)-E_H(r_H)]+[E_H(r_H)-E_L(r_L)]=\lambda_H+\Delta E, \tag{10}$$

$$g(\Delta_H)=[E_H(r_H)-E_L(r_L)]-[E_L(r_H)-E_L(r_L)]=\Delta E-\lambda_L. \tag{11}$$

If

$$-\lambda_H<\Delta E<\lambda_L, \tag{12}$$

then $\Delta_H<\Delta_c<\Delta_L$. Moreover,

$$\lambda_H+\Delta E=\int_{\Delta_c}^{\Delta_L}(2-\langle n_e\rangle_L)\,d\Delta,\qquad \lambda_L-\Delta E=\int_{\Delta_H}^{\Delta_c}(2-\langle n_e\rangle_L)\,d\Delta. \tag{13}$$

$$\Delta_L-\Delta_c\ge\tfrac12(\lambda_H+\Delta E),\qquad \Delta_c-\Delta_H\ge\tfrac12(\lambda_L-\Delta E).$$

### The thermal condition

How small $\Delta E$ must be follows from the partition functions of independent complexes. The ${}^5T_2$ term has $5\times3=15$ states and ${}^1A_1$ has one. The ML₆ unit has $3\cdot7-6=15$ vibrations; take them harmonic with one frequency $\omega_S$ per spin state, in cm⁻¹. One oscillator has $z=\sum_ve^{-\omega(v+1/2)/kT}=e^{-\omega/2kT}/(1-e^{-\omega/kT})$, so its free energy is $-kT\ln z=\omega/2+kT\ln(1-e^{-\omega/kT})$. Neglecting pressure–volume work,

$$\Delta G(T)=\Delta E+15\Big[\frac{\omega_H-\omega_L}{2}+kT\ln\frac{1-e^{-\omega_H/kT}}{1-e^{-\omega_L/kT}}\Big]-kT\ln15. \tag{14}$$

The population ratio is $e^{-\Delta G/kT}$, so half conversion occurs at $\Delta G(T_{1/2})=0$, where $\Delta H=T_{1/2}\Delta S$. A thermal crossover from a low-spin ground state needs the zero-point gap $\Delta E_0=\Delta E+\tfrac{15}{2}(\omega_H-\omega_L)$ positive and of the order of a few $kT_{1/2}$. With $\omega_H<\omega_L$, $\Delta E=\Delta E_0+\tfrac{15}{2}(\omega_L-\omega_H)$ is then positive, so the left inequality in (12) holds, and the right one holds whenever $\lambda_L$ exceeds this sum.

### Worked example

The parameters are round model values and describe no particular compound: $B=900$, $C=3600$ cm⁻¹, $n=5.5$, $V=a/r^9-b/r$, $\Delta E=1200$ cm⁻¹, $\omega_L=320$, $\omega_H=240$ cm⁻¹. The frequencies are separate inputs and are not derived from $V$. The singlet energy comes from configuration interaction among all d⁶ determinants. The digits are kept so that the arithmetic can be followed; the model itself deserves about two figures.

**The crossing.** $\Pi_0=2.5\cdot900+4\cdot3600=16650$ cm⁻¹. The computed lowering is $\ell(\Delta_c)=2642$ cm⁻¹, so $\Delta_c=16650-1321=15329$ cm⁻¹ $=0.0698$ hartree, or $\Delta_c/B=17.03$. The asymptotic form, with $W=240B^2$ for $C=4B$, would give $240\cdot900^2/(2\cdot15329)\approx6300$ cm⁻¹, more than twice the computed lowering. It is tested only at $\Delta=2000B$ and is not usable at $\Delta/B\approx17$.

**Calibration.** The unknowns $a$, $b$, $\Delta_H$ are fixed by minima at $r_L=2.0$ and $r_H=2.2$ Å and by $\Delta E$. A minimum requires $V'+(\langle n_e\rangle_S-2.4)\,d\Delta/dr=0$, that is

$$-\frac{9a}{r^{10}}+\frac{b}{r^2}=-(2.4-\langle n_e\rangle_S)\frac{n\Delta}{r}.$$

The solution is $a=2.5058\times10^7$ cm⁻¹ Å⁹, $b=3.5219\times10^5$ cm⁻¹ Å, $\Delta_H=12145$, $\Delta_L=1.689\,\Delta_H=20515$ cm⁻¹, with $\langle n_e\rangle_L=0.057$ at $\Delta_L$. At 2.2 Å the left side is $-84911+72767=-12144$ and the right side is $-0.4\cdot5.5\cdot12145/2.2=-12145$ cm⁻¹/Å. At 2.0 Å the left side is $-220236+88048\approx-1.322\times10^5$ and the right side is $-2.343\cdot5.5\cdot20515/2.0\approx-1.322\times10^5$. For the energy, $V(2.0)=48941-176095=-127154$ and $V(2.2)=20756-160086=-139330$, a difference of $-12176$ cm⁻¹. With $\ell(\Delta_L)=2300$ cm⁻¹, equations (4) to (6) give

$$\Delta E=-12176-0.4\cdot12145+2.4\cdot20515-2\cdot16650+2300\approx1200\ \text{cm}^{-1},$$

to within the rounding of $a$ and $b$. This sum shows how the near-degeneracy arises. The ligand-field terms alone favour low spin by more than 13000 cm⁻¹, and $V$ takes back 12176 cm⁻¹ because the low-spin bonds are compressed. A Tanabe–Sugano diagram contains no $V$ and cannot show this balance. The ratio 1.689 is an input here; where the two fields fall relative to $\Delta_c$ is an output.

**Positions on the diagram.**

| | $r$ (Å) | $\Delta$ (cm⁻¹) | $\Delta$ (hartree) | $\Delta/\Delta_c$ | $g$ (cm⁻¹) |
|---|---|---|---|---|---|
| high spin | 2.20 | 12145 | 0.0553 | 0.79 | $-6094$ |
| crossing | 2.11 | 15329 | 0.0698 | 1 | 0 |
| low spin | 2.00 | 20515 | 0.0935 | 1.34 | $+10029$ |

The reorganization energies, taken from the potential curves, are $\lambda_H=8829$ and $\lambda_L=7294$ cm⁻¹, and (10) and (11) read $8829+1200=10029$ and $1200-7294=-6094$. The program tests (13) by integrating $2-\langle n_e\rangle_L$ numerically. The actual distances are $\Delta_L-\Delta_c=5186$ and $\Delta_c-\Delta_H=3184$ cm⁻¹, above the lower bounds 5015 and 3047 cm⁻¹. The mean slopes are $10029/5186=1.93$ and $6094/3184=1.91$, inside the intervals allowed by $\langle n_e\rangle_L=0.096$, 0.077, 0.057 at $\Delta_H$, $\Delta_c$, $\Delta_L$.

The two states are not equally far from the crossing: high spin is 21% of $\Delta_c$ below it and low spin 34% above. By (13) the two gaps differ by $(\lambda_H-\lambda_L)+2\Delta E=1535+2400$ cm⁻¹, so in this example both the sign of $\Delta E$ and the inequality of the reorganization energies push the same way. The order $\lambda_H>\lambda_L$ belongs to this $V$ and is not general: a potential $a/r^{12}-b/r^6$ calibrated to the same minima and the same $\Delta E$ reverses it slightly, while the high-spin field stays well below $\Delta_c$ and the low-spin field well above it. The curvatures at the minima are $K_L=5.74\times10^5$ and $K_H=2.84\times10^5$ cm⁻¹/Ų, or 190 and 94 N/m per bond. The harmonic estimates $\tfrac12K(r_H-r_L)^2$ are 5679 cm⁻¹ for high spin, 36% below $\lambda_H$, and 11480 cm⁻¹ for low spin, 57% above $\lambda_L$, and they get the order of the two $\lambda$ wrong. The signs of these errors are those of a negative cubic term in $\tfrac12K\delta^2+\tfrac16E'''\delta^3$, which adds energy on compression ($\delta<0$, high spin taken to $r_L$) and removes it on stretching. A step of 0.2 Å is beyond the harmonic range of this $V$.

**The barrier and the triplet.** The crossing at $r_c=2.11$ Å lies 2629 cm⁻¹ above the low-spin minimum and 1429 cm⁻¹ above the high-spin minimum. The lowest triplet relaxes to 2.10 Å and lies 8046 cm⁻¹ above the low-spin minimum, so it takes no part in the equilibrium.

**Temperature.** $\Delta E_0=1200+7.5\,(240-320)=600$ cm⁻¹. Equation (14) vanishes at $T_{1/2}=208.6$ K, $kT=145.0$ cm⁻¹. There $e^{-240/145.0}=0.1911$ and $e^{-320/145.0}=0.1100$, so the thermal vibrational term is $15\cdot145.0\,\ln(0.8089/0.8900)\approx-208$ cm⁻¹, the electronic term is $-145.0\ln15\approx-393$ cm⁻¹, and $600-208-393\approx0$. The mean thermal energy of a mode is $\omega e^{-\omega/kT}/(1-e^{-\omega/kT})$, which gives $\Delta H=600+15\,(56.7-39.6)=857$ cm⁻¹. The entropy change is 49.1 J/(mol K), of which $R\ln15=22.5$ J/(mol K) is electronic and the rest vibrational. On this scale the vertical gaps are $69\,kT$ at the low-spin geometry and $42\,kT$ at the high-spin geometry, and the crossing lies $2629/145\approx18\,kT$ and $1429/145\approx10\,kT$ above the two minima. That is the sense of "far": a ratio of 0.79 may look close to 1, but the gap grows as nearly $2(\Delta-\Delta_c)$ and is to be compared with $kT$.

**What the two pictures predict.** If the geometry were rigid, a gap of 1200 cm⁻¹ would need $g(\Delta)=1200$, which is solved by $\Delta=15952$ cm⁻¹, or $1.041\,\Delta_c$. By (4) the ${}^5T_2\to{}^5E$ band would lie there. With relaxation the vertical band of the high-spin form lies at $\Delta_H=12145$ cm⁻¹. For the low-spin form, the single-configuration singlet excitation $i\to a$ from a closed shell costs $\Delta+f_a-f_i-J_{ia}+2K_{ia}$ with $f_p=\sum_{j\in t}(2J_{pj}-K_{pj})$. The $B$ part of $\sum_jJ_{pj}$ vanishes, and its $C$ part is $3C$ for $e$ and $5C$ for $t$. The exchange sum is $6B+3C$ for each $e$ orbital (half of the $t$–$e$ total $12B+6C$, the two being equal by symmetry) and $4B+3C+2(3B+C)=10B+5C$ for $t$. So $f_a-f_i=(-6B+3C)-(-10B+5C)=4B-2C$. For $xy\to\epsilon$, the ${}^1T_1$ excitation, $-J+2K=-4B+C$ and the total is $\Delta-C$, here 16915 cm⁻¹. The full calculation puts the lowest excited singlet, threefold degenerate, at 18396 cm⁻¹; the simple form is 8% below that value, the difference being the unequal lowering of the two states by configuration interaction. Bands of the two forms report two fields, neither of them $\Delta_c$.

**Dependence on the assumed exponents.** Recalibrating with $n=5$ or 6 and repulsive exponent 9 or 12 gives $\Delta_H/\Delta_c$ between 0.76 and 0.81 and $\Delta_L/\Delta_c$ between 1.29 and 1.37.

### Changing the ligand strength

Scale $\Delta(r)\to s\,\Delta(r)$ at fixed $V$, $B$, $C$, an idealized series of ligands. At a minimum $\partial E_S/\partial r=0$, so the shift of the geometry does not contribute to first order and $dE_S^{\min}/d\ln s=(\langle n_e\rangle_S-2.4)\Delta_S$. Hence

$$\frac{d\,\Delta E}{d\ln s}=-0.4\,\Delta_H+(2.4-\langle n_e\rangle_L)\,\Delta_L .$$

In the example this is $-4858+2.343\cdot20515\approx43200$ cm⁻¹, or 432 cm⁻¹ for each percent, and the program tests it against finite differences of the relaxed gap. One percent in ligand strength moves $\Delta E$ by about $3\,kT_{1/2}$. So one part of your picture survives: the ligand must be finely tuned. The tuning is of $\Delta E$, however, and not of either $\Delta_H$ or $\Delta_L$ to $\Delta_c$.

On each branch the equilibrium field rises with $s$. The slope is $\partial E_S/\partial r=V'+(2.4-\langle n_e\rangle_S)\,n\Delta/r$, and its derivative with respect to $\ln s$ is $(n\Delta/r)\,[\,2.4-\langle n_e\rangle_S-\Delta\,d\langle n_e\rangle_S/d\Delta\,]$. This is positive, because $\langle n_e\rangle_S\le2$ here and does not rise with $\Delta$. Keeping the slope zero gives $dr_S/d\ln s=-(\text{this quantity})/K_S<0$: the bond shortens and $\Delta$ rises for both reasons. The lower minimum is high spin up to the $s^*$ where $\Delta E=0$ and low spin beyond, so its field jumps from $\Delta_H(s^*)$ to $\Delta_L(s^*)$. At $\Delta E=0$ condition (12) holds, so the jump passes over $\Delta_c$. The linear estimate is $s^*\approx1-1200/43212=0.972$, the computed value 0.9719, and the jump is from 11769 to 19578 cm⁻¹, a factor of 1.664. No member of this family has its lower minimum in that range, as the program confirms on a grid of $s$. The statement concerns the lower minimum only: the thermally populated high-spin form of the example, at 12145 cm⁻¹, lies just inside the range.

Condition (12) can fail. At $s=1.4$, $\Delta E=21284$ cm⁻¹ exceeds $\lambda_L=16618$ cm⁻¹, and the high-spin minimum has $\Delta_H/\Delta_c=1.158$. Both minima are then on the low-spin side, and the crossing lies outside them at longer bonds. Such a complex is low spin at any temperature of interest. As long as $\lambda_L$ is thousands of cm⁻¹, as it is here (7294 at $s=1$, 16618 at $s=1.4$), failure needs a $\Delta E$ too large for a thermal crossover; in a much stiffer framework, treated next, $\lambda_L$ shrinks and (12) can fail at a thermally accessible $\Delta E$.

### The limit in which your reading is right

Replace $V$ by $\kappa V$, let $\kappa$ grow, and retune $s$ to keep $\Delta E=0$. Both minima approach the minimum $r_0$ of $V$. To leading order in $1/\kappa$ the condition for a minimum is

$$\kappa V''(r_0)\,(r_S-r_0)+(2.4-\langle n_e\rangle_S)\,\frac{n\Delta}{r_0}=0 .$$

Subtracting the two conditions gives $r_H-r_L=(2-\langle n_e\rangle_L)\,n\Delta/(\kappa V''r_0)=g'n\Delta/(\kappa V''r_0)$. The reorganization energies are $\tfrac12\kappa V''(r_H-r_L)^2$, of order $1/\kappa$, so by (10) and (11) both vertical gaps vanish and $\Delta$ may be set to $\Delta_c$. With $\ln(\Delta_L/\Delta_H)=n\ln(r_H/r_L)\approx n(r_H-r_L)/r_0$,

$$\ln\frac{\Delta_L}{\Delta_H}\to\frac{n^2\,g'(\Delta_c)\,\Delta_c}{\kappa V''(r_0)\,r_0^2}. \tag{15}$$

For the example $V'=0$ gives $r_0^8=9a/b$, $r_0=2.2429$ Å, and $V''=90a/r_0^{11}-2b/r_0^3=2.497\times10^5$ cm⁻¹/Ų. At $\kappa=200$ the right side is $30.25\cdot1.923\cdot15329/(200\cdot2.497\times10^5\cdot2.2429^2)=0.00355$, and direct minimization gives 0.00354. The fields close in on the crossing: $\Delta_H/\Delta_c$ and $\Delta_L/\Delta_c$ are 0.9663 and 1.0346 at $\kappa=10$, and 0.9982 and 1.0018 at $\kappa=200$. At $\kappa=1$ formula (15) would give $200\cdot0.00355=0.71$ against the computed $\ln1.664=0.51$, so it is a leading-order result that fails at the stiffness of the example. It still identifies the controlling ratio, the ligand-field energy $n^2g'\Delta_c$ over the elastic energy $\kappa V''r_0^2$. Reading a crossover off the Tanabe–Sugano point is justified when the reorganization energies are small against $kT$: both vertical gaps are then close to $\Delta E$, a few $kT$, and both fields lie only about $\Delta E/2$ above $\Delta_c$. In this limit $\tfrac12\kappa V''(r_H-r_L)^2$ equals $\tfrac12g'\Delta_c$ times that ratio: about $\tfrac12\cdot1.923\cdot15329\cdot0.00355\approx52$ cm⁻¹, or $0.4\,kT_{1/2}$, at $\kappa=200$, but twenty times more, about $7\,kT_{1/2}$, at $\kappa=10$, where the fields already lie within 4% of $\Delta_c$. A bond change of a tenth of the bond length with $n$ near 5.5 makes $\ln(\Delta_L/\Delta_H)=5.5\ln1.1$ about one half, and in the example the controlling ratio itself is 0.71 at $\kappa=1$, far outside this limit.

### What the assumptions affect

Equations (10) and (11), read as statements about vertical gaps, use only the existence of two minima and hold for any number of coordinates. The model enters when the vertical gap is identified with $g(\Delta)$, which requires $V$ to be the same for both spins. If $B$ and $C$ vary with bond length, each geometry has its own diagram and its own $\Delta_c(r)$; the signs of the two gaps still put each state on its own side of the local crossing, while the ratios 0.79 and 1.34 change. With further coordinates, including the Jahn–Teller modes that can split ${}^5T_2$, the crossing point becomes a seam, and the crossing found along the breathing coordinate is one point of it, so its energy is an upper bound for the lowest point of the seam. The one-electron spin–orbit operator is a vector in spin space and changes $S$ by at most one unit, so it does not couple ${}^1A_1$ and ${}^5T_2$ directly; it does split the 15 high-spin states and so reduces the electronic entropy below $R\ln15$ wherever $kT$ is not large against the splitting, which can include $T_{1/2}$. Interactions between complexes in a solid change the shape of the conversion curve and are outside equation (14).

The program that computes the numbers and runs the tests named above, with its output, follows below; it also checks its full set of 100 levels with $M_S=0$ against a configuration-interaction Hamiltonian that pyscf builds from the same repulsion integrals.

## Calculated quantities

```
inputs: B=900 C=3600 dE=1200 cm-1; n=5.5 m=9; rL=2.0 rH=2.2 A
modes: 15 x wL=320, wH=240 cm-1
(rH/rL)^5 = 1.611
(rH/rL)^5.5 = 1.689
(rH/rL)^6 = 1.772
exponent giving ratio 1.7: 5.57
point charge q=1, alpha=1.5 bohr-2: <r4>=1.750 bohr4
point charge 10Dq: 830 at rL, 515 at rH cm-1, ratio 1.6105
Pi0 = 16650 cm-1; W/B^2 = 240
Dc = 15329 cm-1 = 0.0698 Ha; Dc/B = 17.03
a = 2.5058e+07 cm-1 A^9; b = 3.5219e+05 cm-1 A
D_H = 12145 cm-1 = 0.0553 Ha; D_H/Dc = 0.792
D_L = 20515 cm-1 = 0.0935 Ha; D_L/Dc = 1.338
Dc-D_H = 3184, D_L-Dc = 5186 cm-1
bounds: (lamL-dE)/2 = 3047, (lamH+dE)/2 = 5015 cm-1
<ne>_L at D_H, Dc, D_L = 0.096, 0.077, 0.057
CI lowering of 1A1 at Dc = 2642 cm-1
CI lowering of 1A1 at D_L = 2300 cm-1
lam_H = 8829, lam_L = 7294 cm-1
g(D_L) = 10029, g(D_H) = -6094 cm-1
K_L = 5.740e+05, K_H = 2.839e+05 cm-1/A^2
per bond K/6: LS 190, HS 94 N/m
harmonic K dr^2/2: HS 5679, LS 11480 cm-1
rc = 2.1088 A
crossing above LS min 2629, above HS min 1429 cm-1
relaxed triplet: r = 2.100 A, 8046 cm-1 above LS min
bands: 5T2-5E at rH 12145 cm-1
bands: 1A1-1T1 at rL 18396 cm-1; D_L-C = 16915 cm-1
rigid model g=dE: D = 15952 cm-1, D/Dc = 1.041
d dE/d ln s = 43212 cm-1; per 1 percent 432 cm-1
dE=0 at s = 0.9719: empty range 11769 to 19578 cm-1, ratio 1.664
s=1.4: dE=21284, lam_L=16618 cm-1, D_H/Dc=1.158
bare V: r0 = 2.2429 A, V'' = 2.497e+05 cm-1/A^2
kap=10: D_H/Dc=0.9663, D_L/Dc=1.0346
kap=200: D_H/Dc=0.9982, D_L/Dc=1.0018
kap=200: ln ratio 0.00354, formula 0.00355
scan n=5 m=9: D_H/Dc=0.810, D_L/Dc=1.304
scan n=6 m=9: D_H/Dc=0.776, D_L/Dc=1.374
scan n=5 m=12: D_H/Dc=0.799, D_L/Dc=1.286
scan n=6 m=12: D_H/Dc=0.762, D_L/Dc=1.350
zero-point gap dE0 = 600 cm-1
T1/2 = 208.6 K; kT = 145.0 cm-1; dH = 857 cm-1
dS = 49.1 J/(mol K); electronic R ln15 = 22.5 J/(mol K)
|g|/kT: LS geometry 69, HS geometry 42
```
